# The Forest–Ruth–Yoshida integrator and its crossover with Verlet: a program that tests the result

```python
"""
Result under test: three velocity-Verlet steps with weights w1, w0, w1,
w1 = 1/(2 - 2**(1/3)), w0 = 1 - 2*w1, form a fourth-order symplectic step.
At equal force calls it beats Verlet only below a certain error, which is
found for the frequency error and for the energy error.

Symbols: x = omega * (time per force call); y = omega * (composite step),
so y = 3x at equal cost. Frequency errors are relative to the exact value.
Energy error = largest |E/E0 - 1| for an oscillator started from rest.
Morse potential: V(q) = depth * (1 - exp(-a q))**2, Hartree atomic units.
"""
import math
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants

w1 = 1.0 / (2.0 - 2.0 ** (1.0 / 3.0))
w0 = 1.0 - 2.0 * w1
VERLET = (1.0,)
FRY = (w1, w0, w1)


def evolve(force, mass, q, p, step, count, weights):
    """Apply composed velocity-Verlet steps; count new force calls."""
    f = force(q)
    calls = 0
    for _ in range(count):
        for weight in weights:
            h = weight * step
            p += 0.5 * h * f
            q += h * p / mass
            f = force(q)
            calls += 1
            p += 0.5 * h * f
    return q, p, calls


def spring(q):
    return -q


def step_matrix(angle, weights):
    first = evolve(spring, 1.0, 1.0, 0.0, angle, 1, weights)[:2]
    second = evolve(spring, 1.0, 0.0, 1.0, angle, 1, weights)[:2]
    return np.array([first, second]).T


def half_trace(angle, weights):
    return 0.5 * np.trace(step_matrix(angle, weights))


def frequency_error(angle, weights):
    return math.acos(half_trace(angle, weights)) / angle - 1.0


def energy_error(angle, weights):
    matrix = step_matrix(angle, weights)
    return abs(-matrix[1, 0] / matrix[0, 1] - 1.0)


# --- Weights: the order conditions have one real solution ---
roots = np.roots([6.0, -12.0, 6.0, -1.0])
real_roots = roots[np.abs(roots.imag) < 1e-8].real
assert len(real_roots) == 1 and abs(real_roots[0] - w1) < 1e-10

# --- Harmonic oscillator: closed forms against actual steps ---
t6 = -w1**3 * w0 * (1.0 - w1)**2 / 8.0
c = -1.0 / 720.0 - t6
b = w1**2 * w0 * (1.0 - w1)**2 / 4.0
d = 2.0 * (c - b + 1.0 / 120.0)
for y in (0.3, 0.8, 1.4):
    polynomial = 1.0 - y**2 / 2.0 + y**4 / 24.0 + t6 * y**6
    assert abs(half_trace(y, FRY) - polynomial) < 1e-12
small = 0.05
assert abs(frequency_error(small, VERLET) / (small**2 / 24.0) - 1) < 0.005
assert abs(frequency_error(small, FRY) / (c * small**4) - 1) < 0.005
assert abs(energy_error(small, FRY) / (d * small**4) - 1) < 0.005
assert abs(energy_error(0.4, VERLET) - 0.4**2 / 4.0) < 1e-12

# The ellipse formula must give the largest error seen on a long run.
for weights in (VERLET, FRY):
    q, p, largest = 1.0, 0.0, 0.0
    for _ in range(5000):
        q, p, _calls = evolve(spring, 1.0, q, p, 0.5, 1, weights)
        largest = max(largest, abs(q * q + p * p - 1.0))
    assert abs(largest / energy_error(0.5, weights) - 1.0) < 1e-3

# --- Stability limits ---
y_limit = math.sqrt((-1 / 24 + math.sqrt(1 / 576 + 2 * t6)) / (2 * t6))
for limit, weights in ((2.0, VERLET), (y_limit, FRY)):
    for angle in np.linspace(0.01, 0.999 * limit, 300):
        assert abs(half_trace(angle, weights)) < 1.0
    assert abs(half_trace(1.001 * limit, weights)) > 1.0

# --- Harmonic crossovers at equal force calls ---
x_freq_lead = math.sqrt(1.0 / (24.0 * 81.0 * abs(c)))
eps_freq_lead = 1.0 / (24.0**2 * 81.0 * abs(c))
x_energy_lead = math.sqrt(1.0 / (4.0 * 81.0 * d))
eps_energy_lead = x_energy_lead**2 / 4.0


def frequency_contest(x):
    return math.log(abs(frequency_error(3 * x, FRY))
                    / abs(frequency_error(x, VERLET)))


def energy_contest(x):
    return math.log(energy_error(3 * x, FRY) / energy_error(x, VERLET))


x_freq = brentq(frequency_contest, 0.03, 0.3)
x_energy = brentq(energy_contest, 0.05, 0.4)
eps_freq = abs(frequency_error(x_freq, VERLET))
eps_energy = energy_error(x_energy, VERLET)
# The leading-order estimate neglects a relative term of order y squared.
assert abs(x_freq / x_freq_lead - 1.0) < 0.03
assert frequency_contest(0.8 * x_freq) < 0 < frequency_contest(1.2 * x_freq)
assert energy_contest(0.8 * x_energy) < 0 < energy_contest(1.2 * x_energy)

# --- Morse oscillator ---
depth, a, mass, energy = 0.2, 1.0, 4000.0, 0.008
s = energy / depth
omega0 = a * math.sqrt(2.0 * depth / mass)
omega = omega0 * math.sqrt(1.0 - s)
period = 2.0 * math.pi / omega
q_out = -math.log(1.0 - math.sqrt(s)) / a
q_in = -math.log(1.0 + math.sqrt(s)) / a


def morse_force(q):
    u = math.exp(-a * q)
    return -2.0 * depth * a * u * (1.0 - u)


def morse_position(t):
    return math.log((1 + math.sqrt(s) * math.cos(omega * t)) / (1 - s)) / a


# Closed-form period against quadrature of dq / velocity.
nodes, node_weights = np.polynomial.legendre.leggauss(40)
theta = 0.5 * math.pi * nodes
half_width = 0.5 * (q_out - q_in)
q_nodes = 0.5 * (q_out + q_in) + half_width * np.sin(theta)
potential = depth * (1.0 - np.exp(-a * q_nodes))**2
speed = np.sqrt(2.0 * (energy - potential) / mass)
quad_period = math.pi * np.sum(node_weights * half_width
                               * np.cos(theta) / speed)
assert abs(quad_period / period - 1.0) < 1e-8


def morse_error(calls, weights, periods=1):
    """Frequency error from the time lead after whole exact periods."""
    count = periods * calls // len(weights)
    step = periods * period / count
    q, p, used = evolve(morse_force, mass, q_out, 0.0, step, count, weights)
    assert used == periods * calls
    return p / morse_force(q) / (periods * period)


def observed_order(weights):
    return math.log2(abs(morse_error(192, weights)
                         / morse_error(384, weights)))


order_verlet = observed_order(VERLET)
order_fry = observed_order(FRY)
order_wrong = observed_order((1.3, -1.6, 1.3))
assert abs(order_verlet - 2.0) < 0.02
assert abs(order_fry - 4.0) < 0.1
assert abs(order_wrong - 2.0) < 0.15

# Position error at a generic time, against the exact trajectory.
t_end = 0.37 * period
position_errors = []
for count in (40, 80):
    q_end = evolve(morse_force, mass, q_out, 0.0, t_end / count,
                   count, FRY)[0]
    position_errors.append(abs(q_end - morse_position(t_end)))
order_position = math.log2(position_errors[0] / position_errors[1])
assert abs(order_position - 4.0) < 0.1

# Phase error grows linearly with time for both methods.
growth = []
for weights in (VERLET, FRY):
    growth.append(10 * morse_error(192, weights, 10)
                  / morse_error(192, weights, 1))
    assert abs(growth[-1] - 10.0) < 0.1

# Area preservation of one large composite step, and reversibility.
big = period / 10.0
dq, dp = 1e-4, 1e-3
q_mid, p_mid = 0.1, 3.0


def image(q, p):
    return np.array(evolve(morse_force, mass, q, p, big, 1, FRY)[:2])


column_q = (image(q_mid + dq, p_mid) - image(q_mid - dq, p_mid)) / (2 * dq)
column_p = (image(q_mid, p_mid + dp) - image(q_mid, p_mid - dp)) / (2 * dp)
area_factor = column_q[0] * column_p[1] - column_q[1] * column_p[0]
assert abs(area_factor - 1.0) < 1e-6
q, p, _calls = evolve(morse_force, mass, q_mid, p_mid, big, 50, FRY)
q, p, _calls = evolve(morse_force, mass, q, p, -big, 50, FRY)
assert abs(q - q_mid) < 1e-9 and abs(p - p_mid) < 1e-7

# Crossover: prediction from small-step constants, then direct search.
x_fine = 2.0 * math.pi / 384
C2 = abs(morse_error(384, VERLET)) / x_fine**2
C4 = abs(morse_error(384, FRY)) / (3.0 * x_fine)**4
x_predicted = math.sqrt(C2 / (81.0 * C4))
eps_predicted = C2**2 / (81.0 * C4)
call_list = np.arange(30, 151, 3)
verlet_list = np.array([abs(morse_error(int(n), VERLET)) for n in call_list])
fry_list = np.array([abs(morse_error(int(n), FRY)) for n in call_list])
advantage = np.log(verlet_list / fry_list)
assert np.all(np.diff(advantage) > 0) and advantage[0] < 0 < advantage[-1]
calls_cross = float(np.interp(0.0, advantage, call_list))
eps_cross = math.exp(np.interp(calls_cross, call_list, np.log(verlet_list)))
# The prediction neglects higher powers of the step at the crossover.
assert abs(2 * math.pi / x_predicted / calls_cross - 1.0) < 0.10
fs = physical_constants["atomic unit of time"][0] * 1e15
tau_cross = period / calls_cross

# --- Output ---
print(f"outer weight w1 = {w1:.6f}")
print(f"middle weight w0 = {w0:.6f}")
print(f"half-trace coefficient t = {t6:.6f}")
print(f"FRY frequency coefficient c = {c:.6f}")
print(f"matrix coefficient b = {b:.6f}")
print(f"FRY energy coefficient d = {d:.6f}")
print(f"FRY stability limit y = {y_limit:.4f}")
print(f"FRY stability limit per force call x = {y_limit / 3:.4f}")
print("Harmonic oscillator, frequency error as measure:")
print(f"  leading-order crossover x = {x_freq_lead:.5f}")
print(f"  leading-order crossover error = {eps_freq_lead:.3e}")
print(f"  full crossover x = {x_freq:.5f}")
print(f"  full crossover error = {eps_freq:.3e}")
print(f"  force calls per period = {2 * math.pi / x_freq:.1f}")
print(f"  phase error per period = {2 * math.pi * eps_freq:.3e} rad")
print("Harmonic oscillator, energy error as measure:")
print(f"  leading-order crossover x = {x_energy_lead:.4f}")
print(f"  leading-order crossover error = {eps_energy_lead:.3e}")
print(f"  full crossover x = {x_energy:.4f}")
print(f"  full crossover error = {eps_energy:.3e}")
print(f"  force calls per period = {2 * math.pi / x_energy:.1f}")
print("Morse oscillator:")
print(f"  depth = {depth} hartree, energy = {energy} hartree")
print(f"  range parameter = {a} 1/bohr, mass = {mass:.0f} electron masses")
print(f"  small-amplitude angular frequency = {omega0:.6f} a.u.")
print(f"  angular frequency at this energy = {omega:.6f} a.u.")
print(f"  period = {period:.3f} a.u. of time")
print(f"  outer turning point = {q_out:.5f} bohr")
print(f"  observed order, Verlet frequency = {order_verlet:.3f}")
print(f"  observed order, FRY frequency = {order_fry:.3f}")
print(f"  observed order, FRY position = {order_position:.3f}")
print(f"  observed order, weights 1.3,-1.6,1.3 = {order_wrong:.3f}")
print(f"  phase growth over 10 periods, Verlet = {growth[0]:.3f}")
print(f"  phase growth over 10 periods, FRY = {growth[1]:.3f}")
print(f"  area factor of one FRY step = {area_factor:.8f}")
print("  calls per period | Verlet error | FRY error (signed, relative)")
for n in (24, 48, 96, 192, 384):
    print(f"  {n:4d} | {morse_error(n, VERLET):+.3e}"
          f" | {morse_error(n, FRY):+.3e}")
print(f"  small-step constants C2 = {C2:.5f}, C4 = {C4:.5f}")
print(f"  predicted calls per period = {2 * math.pi / x_predicted:.1f}")
print(f"  predicted crossover error = {eps_predicted:.3e}")
print(f"  direct calls per period = {calls_cross:.1f}")
print(f"  direct crossover error = {eps_cross:.3e}")
print(f"  time per force call there = {tau_cross:.3f} a.u. of time")
print(f"  time per force call there = {tau_cross * fs:.4f} fs")
print(f"  FRY step there = {3 * tau_cross:.3f} a.u. of time")
print("no test failed")
```

Output:

```
outer weight w1 = 1.351207
middle weight w0 = -1.702414
half-trace coefficient t = 0.064754
FRY frequency coefficient c = -0.066143
matrix coefficient b = -0.095846
FRY energy coefficient d = 0.076073
FRY stability limit y = 1.5734
FRY stability limit per force call x = 0.5245
Harmonic oscillator, frequency error as measure:
  leading-order crossover x = 0.08819
  leading-order crossover error = 3.240e-04
  full crossover x = 0.08771
  full crossover error = 3.208e-04
  force calls per period = 71.6
  phase error per period = 2.016e-03 rad
Harmonic oscillator, energy error as measure:
  leading-order crossover x = 0.2014
  leading-order crossover error = 1.014e-02
  full crossover x = 0.1809
  full crossover error = 8.177e-03
  force calls per period = 34.7
Morse oscillator:
  depth = 0.2 hartree, energy = 0.008 hartree
  range parameter = 1.0 1/bohr, mass = 4000 electron masses
  small-amplitude angular frequency = 0.010000 a.u.
  angular frequency at this energy = 0.009798 a.u.
  period = 641.275 a.u. of time
  outer turning point = 0.22314 bohr
  observed order, Verlet frequency = 2.000
  observed order, FRY frequency = 4.001
  observed order, FRY position = 4.001
  observed order, weights 1.3,-1.6,1.3 = 1.960
  phase growth over 10 periods, Verlet = 10.000
  phase growth over 10 periods, FRY = 10.000
  area factor of one FRY step = 1.00000000
  calls per period | Verlet error | FRY error (signed, relative)
    24 | +3.004e-03 | -3.580e-02
    48 | +7.491e-04 | -1.972e-03
    96 | +1.872e-04 | -1.214e-04
   192 | +4.678e-05 | -7.566e-06
   384 | +1.170e-05 | -4.726e-07
  small-step constants C2 = 0.04368, C4 = 0.08139
  predicted calls per period = 77.2
  predicted crossover error = 2.894e-04
  direct calls per period = 77.4
  direct crossover error = 2.880e-04
  time per force call there = 8.284 a.u. of time
  time per force call there = 0.2004 fs
  FRY step there = 24.853 a.u. of time
no test failed
```
